Knudsen-cell pressure below saturation for a finite evaporation coefficient

**1. Definitions and conventions**

A cell at uniform temperature T contains a melt of surface area S. Its vapour leaves through an orifice of area B. The vapour has one species, with molecular mass m, and is ideal. The symbols are:

- p_sat: saturation pressure of the melt at T.
- J_sat: flux density striking any surface in saturated vapour, in molecules per area and time.
- a: evaporation coefficient. The melt emits aJ_sat per unit area, and a fraction a of the molecules striking it condense.
- W: transmission of the orifice, the fraction of molecules entering it with a cosine distribution that leave at the far end. For a hole in a thin lid W = 1.
- D: mean flux density striking the melt.
- J_o: effective flux density on the orifice, defined by outflow = WB J_o.
- p: effusion pressure, the pressure whose one-sided flux at T is J_o.

The pressure p is thus defined by what leaves the cell. This matters because a cell with a net flow has no single pressure throughout. The result is

p = p_sat / [1 + WB/(aS)].     (1)

It holds in the steady state when walls neither absorb nor supply molecules, return from the chamber is negligible, and melt and orifice receive equal flux, D = J_o. The last condition is geometrical. Without it, the leading 1 in (1) is replaced by g = D/J_o.

**2. Pressure and one-sided flux**

Let n be the number density and z the direction towards a surface. The Maxwell distribution of v_z is

f(v_z) = √(m/2πkT) exp(−m v_z²/2kT).

Molecules with v_z > 0 arrive at the rate n v_z f(v_z) dv_z per unit area. Since

∫₀^∞ v_z exp(−m v_z²/2kT) dv_z = kT/m,

the total arriving flux is

J = n √(m/2πkT) (kT/m) = n √(kT/2πm).

The mean speed is v̄ = √(8kT/πm), so J is also n v̄/4. Inserting n = p/(kT) gives

J = p/√(2πmkT).     (2)

At fixed T and m, flux ratios therefore equal pressure ratios: J_sat/J_o = p_sat/p.

**3. Balance at the melt and at the orifice**

In a closed cell at equilibrium the melt receives J_sat. If a fraction a condenses, aJ_sat is removed, and equilibrium requires the melt to emit the same amount. The model assumes that this emission depends on the melt and its temperature but not on the vapour above it. It also uses the same a away from equilibrium.

In the open cell the melt still emits aJ_sat but receives D. It condenses aD and re-emits (1−a)D. The total flux density leaving it is

U = aJ_sat + (1−a)D,     (3)

and the net loss per unit area is

U − D = aJ_sat + (1−a)D − D = a(J_sat − D).

In the steady state the vapour content does not change, so the net loss of the melt equals the outflow:

aS(J_sat − D) = WB J_o.     (4)

Dividing by aS J_o gives

J_sat/J_o − D/J_o = WB/(aS),

and hence, by (2),

p_sat/p = g + WB/(aS),  g = D/J_o.     (5)

Equation (5) needs no assumption about the shape of the cell. Equation (1) is the case g = 1.

The ratio g does not depend on a if the flux U is uniform over the melt. Free-molecular transport is linear: doubling U doubles the flux on every surface, so D = αU and J_o = βU, where α and β depend on geometry alone, and g = α/β. For a = 1, equation (3) gives U = J_sat, which is uniform. For a < 1 the re-emitted part follows the local impingement, which may vary across the melt, and g can then depend on a.

**4. Meaning and limits of the factor**

For g = 1, multiplying J_o by WB gives the outflow

WB J_o = WB J_sat / [1 + WB/(aS)] = J_sat / [1/(WB) + 1/(aS)].     (6)

The last step divides numerator and denominator by WB. The orifice and the melt surface act as two resistances in series, 1/(WB) and 1/(aS).

If WB ≪ aS, the orifice limits the flow. Then p approaches p_sat and the outflow approaches WB J_sat. A small a does no harm here provided g stays near one (which fails when the head space is no deeper than about the orifice radius; see section 6) and aS remains much larger than WB: for each molecule that escapes, aS/(WB) molecules condense, so condensation nearly balances evaporation.

If WB ≫ aS, the surface limits the flow. The outflow approaches aS J_sat, and enlarging the orifice hardly raises it. The pressure falls as p ≈ p_sat aS/(WB). This limit also needs g near one. In a very shallow cell the covered melt cannot feed the orifice: for a 1 cm crucible radius, a head height of 0.05 cm, a 0.20 cm channel and a = 0.02, an orifice of radius 0.4 cm has WB/(aS) = 6.4 but passes only about 0.58 aS J_sat, and widening it to 0.6 cm raises the outflow by about 40%.

For a = 1 and g = 1 the factor is still above one, because the cell loses molecules that equilibrium would return to the melt.

**5. A cavity in which the result is exact**

Take a spherical cavity of radius ρ, with melt, walls and orifice all lying on the sphere. Let every surface emit diffusely, including the orifice when it returns a molecule. Let the orifice pass each arriving molecule with probability W, whatever its direction. Diffuse emission from a point reaches a surface element dA at distance s with probability

cosθ cosθ′ dA/(πs²),

where θ and θ′ are the angles between the path and the two normals. The path is a chord of the sphere. It makes equal angles with the radii at its ends, and cosθ = cosθ′ = s/(2ρ). The probability becomes

(s²/4ρ²) dA/(πs²) = dA/(4πρ²).     (7)

The distance has cancelled, so each emission lands uniformly over the sphere, wherever it started. Melt and orifice receive equal flux density, g = 1, and (1) is exact within the model. The areas S and B are here the curved areas.

Tracing of individual molecules, which does not use (1), tests this. With W = 0.70 and B/S = 0.250, equation (1) gives 1 + 0.175 = 1.175 for a = 1; tracing gives 1.180. For a = 0.20 the values are 1 + 0.175/0.20 = 1.875 and 1.874.

**6. A cylindrical cell**

Let the melt be the floor of a cylinder of radius R, with a lid at height H above it. Call the transmission of the space between them W_C: this is the transmission of a tube of length H and radius R. Let X be the upward flux density at the lid and Y the flux density returned by the lid, both treated as uniform and diffuse. This is a two-plane estimate. Write q = WB/S.

The lid receives SX and loses WBX, so

Y = (1−q)X.

The upward flux at the lid contains transmitted melt emission and lid emission turned back by the tube:

X = W_C U + (1−W_C)Y.

Substituting Y and collecting X gives

W_C U = X[1 − (1−W_C)(1−q)] = X[W_C + q − qW_C],

U = X[1 + q/W_C − q].

Conservation requires S(U−D) = WBX, or D = U − qX. In this estimate J_o = X, so

g = D/X ≈ 1 + q(1/W_C − 2).     (8)

With (5), the pressure factor becomes

p_sat/p ≈ 1 + (WB/S)(1/a + 1/W_C − 2).     (9)

In this estimate the correction changes sign at W_C = 1/2, or H/R ≈ 2.1; for the lid used below and a = 1 the true crossing lies nearer H/R ≈ 2.6. Above a shallow space with a near one, the orifice receives melt emission almost directly, and U exceeds D, so g < 1. Above a deep space the tube resists the flow and lowers the flux at the lid, so g > 1. The estimate fails for a shallow space with small a, because U is then far from uniform: the melt under the orifice is depleted, and the covered melt cannot supply it through the narrow gap. For W = 1 and H → 0 the outflow tends to aB J_sat, the factor to 1/a, and g to (1−q)/a, which exceeds one when a < 1−q.

Tracing at a = 1 with q = 0.128 and R = 1 cm gave the following, with only H changed:

- H = 0.5 cm: g = 0.871 traced, 0.904 from (8).
- H = 3.0 cm: g = 1.011 traced, 1.049 from (8).
- H = 6.0 cm: g = 1.183 traced, 1.209 from (8).

The trend is reproduced, but the estimate is high by 0.02 to 0.03 in each case once the sampling error, near 0.01 in each traced value, is allowed for. At a = 1 the outflow cannot exceed WB J_sat, so g ≥ 1 − q = 0.872; the 0.871 traced at H = 0.5 cm is low through sampling noise, and the value is close to 0.88. The estimate takes the fluxes arriving at and returned by the lid as uniform and diffuse; the tracing does not. The share of each assumption in the gap is not separated here.

The value g = 1.011 found at a = 1 also predicts the factor at smaller a. For a = 0.20, (5) gives 1.652 and tracing gives 1.660; for a = 0.05 the values are 3.575 and 3.593. The differences are about 0.5% of the traced factors, comparable with the sampling noise. Any dependence of g on a is therefore small in this cell, whose head height is three radii. This does not carry over to shallow cells.

**The open cylinder.** Removing the lid can make (1) unsafe when a is near one, although a shallow lidded cell at small a can be worse: with the lid used above, H = 0.05 cm and a = 0.05, the factor is about 6.4 against 3.6 from (1), while the open cell of the same height misses by only 5%. Consider the cell with no lid. Then W = 1, B = S and q = 1, and (9) becomes

p_sat/p ≈ 1/a + 1/W_C − 1.     (10)

If the crucible is filled to the brim, W_C = 1 and the factor is 1/a: the melt emits aJ_sat directly into vacuum and receives nothing back. Equation (1) would give 1 + 1/a. For a = 1 it would predict half the true outflow.

**7. Computing the transmission**

Both W and W_C can be found from the exchange between coaxial discs. Let their radii be r₁ and r₂ and their separation h. Their rims lie on a common sphere of radius ρ. Every line joining the discs, when extended, joins the two spherical caps behind them, and every chord joining the caps crosses both discs. Diffuse exchange between discs therefore equals that between caps.

If the cap heights are h₁ and h₂, their areas are 2πρh₁ and 2πρh₂. By (7), the exchange area is

(2πρh₁)(2πρh₂)/(4πρ²) = πh₁h₂ = πP,  P = h₁h₂.

The sphere's diameter is 2ρ = h₁ + h + h₂. A circle cut at cap height h₁ has r₁² = h₁(2ρ−h₁), and similarly for r₂. Thus

r₁² = h₁(h+h₂),  r₂² = h₂(h+h₁),

or h₁h = r₁² − P and h₂h = r₂² − P. Multiplying these two equations gives

Ph² = (r₁²−P)(r₂²−P),

P² − (r₁²+r₂²+h²)P + r₁²r₂² = 0.

The smaller root is needed, since P cannot exceed r₁² or r₂²:

P = ½{r₁²+r₂²+h² − √[(r₁²+r₂²+h²)² − 4r₁²r₂²]}.     (11)

The fraction of emission from disc 1 that reaches disc 2 is F₁₂ = πP/(πr₁²) = P/r₁².

For a channel of radius r and length ℓ, set r₁ = r₂ = r and define E(h) = πP(h). Molecules from an end disc that strike the wall between distances y and y+dy have exchange area E(y) − E(y+dy) = −E′(y)dy. Exchange areas are symmetric, and the wall ring has area 2πr dy. The fraction of ring emission that reaches the disc is therefore

e(y) = −E′(y)/(2πr).

The same expression gives the fraction crossing any section at distance y. What crosses at y but not at y+dy has struck the wall between them:

e(y) − e(y+dy) = −e′(y)dy = K(y)dy,  K(y) = E″(y)/(2πr).

Let w(x) be the probability that a molecule emitted by the wall at distance x from the entrance finally leaves through the exit. It either leaves directly or strikes another ring and starts again:

w(x) = e(ℓ−x) + ∫₀^ℓ K(|x−x′|) w(x′) dx′.     (12)

An entering molecule goes straight through with probability P(ℓ)/r². It first strikes the ring at x with probability −E′(x)dx/(πr²) = (2/r)e(x)dx. Hence

W = P(ℓ)/r² + (2/r)∫₀^ℓ e(x)w(x)dx.     (13)

Dividing the wall into narrow bands turns (12) into a linear system. For ℓ/r = 0.5 the result is W = 0.8013; tracing gives 0.8018. Replacing ℓ/r by H/R gives W_C.

**8. Worked example: a lidded gallium cell**

Take T = 1200 K and set p_sat to 1.00 mTorr for the example, which is of the order of the value for gallium. The crucible has R = 1.00 cm and H = 3.00 cm; the orifice has r = 0.40 cm and ℓ = 0.20 cm. The chosen a = 0.20 stands for a partly covered melt whose clean patches are small and evenly spread. A coarse cover need not act like a uniform a: in this cell a clean ring of 20% of the area at the rim gives a factor near 1.75, against about 1.66 for uniform a = 0.20.

The areas are S = 3.142 cm² and B = 0.503 cm², so

WB/S = 0.8013 × 0.5027/3.1416 = 0.1282,

WB/(aS) = 0.1282/0.20 = 0.641.

The factor is 1.641, and

p = 1.00 mTorr/1.641 = 0.609 mTorr = 0.081 Pa.

The cell runs 39% below saturation. The flux density on the orifice falls from 1.21 × 10¹⁷ to 7.40 × 10¹⁶ atoms/(cm² s), and the outflow is

0.8013 × 0.5027 cm² × 7.40 × 10¹⁶ atoms/(cm² s) = 2.98 × 10¹⁶ atoms/s.

With the same geometry and a = 1, equation (1) gives a factor of 1.128. Most of the pressure deficit in the example thus comes from the reduced evaporation coefficient.

**Temperature compensation.** For an ideal vapour much less dense than the liquid, the volume gained per evaporated atom is kT/p. The Clapeyron equation dp_sat/dT = L/(T kT/p_sat) then gives

d ln p_sat/dT = L/(kT²),

where L is the latent heat per atom. To restore p to the original p_sat(T) at fixed a, the new saturation pressure must exceed the old one by the factor in (1). Integrating from T to T′ with constant L gives

(L/k)(1/T − 1/T′) = ln[1 + WB/(aS)],

1/T′ = 1/T − (k/L) ln[1 + WB/(aS)].     (14)

With L = 2.7 eV (rough) and ln 1.641 = 0.495, T′ = 1223 K, a rise of 23 K. This restores the pressure. By (2), the flux at that pressure is lower by √(1200/1223), or about 1%.

**9. Effects left out, and the real case**

**Unequal impingement.** For this cell the three traced factors, less q/a, give g = 1.011, 1.019 and 1.029, each with a sampling error near 0.01. Thus g is about 1.02, and (1) is low by 1 to 2% at a = 0.20. The near agreement with (1) belongs to this head height, as the values in section 6 show.

**Gas collisions.** For collision diameter d, the mean free path is kT/(√2 πd²p). With d = 0.50 nm (rough) it is 18 cm, and the chance of a collision over the 3 cm head height is 15%. A single flight between surfaces is therefore mostly, but not deeply, free-molecular; over its whole path of 36 cm (found below) a molecule still makes about two gas collisions. Equation (4) survives collisions because it expresses conservation; g may change, by an amount not calculated here.

**Surface cooling.** Suppose the surface heat loss is supplied by conduction through 2.0 cm of melt with conductivity 50 W/(m K), a rough value. The temperature drop is heat flux times depth divided by conductivity. Evaporation cools the surface by 0.016 K, changing p_sat by 0.04%. For radiation, take a black melt that sees cold surroundings through the orifice and black walls at cell temperature elsewhere. The fraction of its emission aimed at the orifice entrance is 0.0158 by (11); if all of it were lost, the drop would be 0.74 K, and multiplying by L/(kT²) would give a 1.6% reduction in p_sat. The hot channel wall intercepts part of this view. The fraction passing straight through is about 0.0137, which gives 0.65 K and 1.4%. A lid cooler than the melt would add to this loss, and so would reflecting walls: diffuse walls of emissivity 0.5 raise the figure to about 2.3%. A clean metallic surface lowers it in proportion to its emissivity, to about 0.2% for an emissivity of 0.15 with black walls.

**Steady state.** The melt recedes by 6.9 µm/h, using a rough liquid density of 5.7 g/cm³, so the head height is nearly constant during an hour. A molecule travels on average 36 cm before it escapes or condenses. Speeds after re-emission are weighted by v, so the mean of 1/v is 1/v̄. The mean residence time is therefore 0.363 m/(604 m/s) = 0.60 ms. The vapour adjusts far faster than the melt level changes.

**Comparison with growth cells.** The temperature and pressure are in the range of gallium sources for molecular-beam epitaxy, but two choices need comment. Clean liquid metals are expected to have a near one, so a = 0.20 describes a contaminated surface. A source may also be a wide-mouthed crucible without a lid, for which D and J_o generally differ. For an open cylinder with the same R and H, the 3 cm entry in section 6 and (8) give 1/W_C = 2 + 0.049/0.128 = 2.38. By (10), the factor for a = 1 is then 2.4, whereas (1) gives 2.0. For a = 0.20 the values are 6.4 and 6.0. A tapered crucible needs its own transmission calculation. In all these cases the factor gives total outflow; the beam flux at a substrate also requires the angular distribution.

**10. Use in a calculation or a measurement**

For a lidded cell, compute W from (11)–(13), form q = WB/S, and use (5) with g found by tracing the actual geometry at the actual a. Equation (1) is adequate when |g−1| is small compared with the factor itself. The relative error made by setting g = 1 is

(1−g)/(g+q/a),

relative to the factor in (5). Where g does not change with a, as in the 3 cm cell, it shrinks as a decreases. In a shallow lidded cell g itself rises as a falls. With the lid of section 8 and H = 0.5 cm it rises only from 0.88 to about 0.93 and the error still shrinks; at H = 0.05 cm the error goes from about +13% at a = 1 to about −45% at a = 0.05.

Measurements with several orifices can determine a if T, S, H and a stay fixed. In the ideal case (1) gives

1/p = 1/p_sat + [1/(aS p_sat)] WB.

A plot of 1/p against WB then has intercept 1/p_sat, and the intercept divided by S times the slope is a. In the two-plane estimate (9) the intercept is unchanged, but the same ratio gives an apparent coefficient a_app with

1/a_app = 1/a + 1/W_C − 2.

Cell geometry can therefore be mistaken for a surface property, most easily when a is near one. The correction should not be taken from (9) without checking. For the 3 cm cell, (8) puts (g−1)/q at 0.38, while g ≈ 1.02 gives about half of that; the traced values scatter from 0.09 to 0.23. The ratio also depends on orifice size: in this cell at a = 1, with the channel length fixed at 0.20 cm, it rises from below 0.1 at r = 0.2 cm through a little under 0.2 at 0.4 cm to about 0.35 at 0.95 cm. The plot is therefore curved, and for a near one the fitted slope depends on the range of orifices used. In the 3 cm cell a straight-line fit still finds the intercept within about 1%. In a shallow cell at small a it does not: for H = 0.1 cm and a = 0.05 the fitted intercept is about 1.4/p_sat for radii of 0.1 to 0.4 cm and about 2.2/p_sat for 0.3 to 0.6 cm. The numerical output follows.

Numbers as computed

```
temperature: 1200 K
saturation pressure (rough): 1.00 mTorr
evaporation coefficient a (chosen): 0.20
crucible radius: 1.00 cm; head height: 3.00 cm
orifice radius: 0.40 cm; channel length: 0.20 cm
melt area S: 3.1416 cm2; orifice area B: 0.5027 cm2
transmission W, wall balance: 0.8013; traced: 0.8018
W B/S: 0.1282; W B/(a S): 0.6410
factor 1 + W B/(a S): 1.6410
factor at a = 1: 1.1282
cell pressure: 0.6094 mTorr = 0.0812 Pa
p/p_sat: 0.6094
mean speed: 603.7 m/s
saturation flux: 1.2144e+17 atoms/(cm2 s)
flux on orifice: 7.4004e+16 atoms/(cm2 s)
outflow: 2.9806e+16 atoms/s
latent heat (rough): 2.70 eV per atom
temperature restoring p to 1200 K saturation: 1223.2 K (rise 23.2 K)
sphere: W = 0.70, B/S = 0.250
sphere a = 1.00: factor traced 1.180, formula 1.175
sphere a = 0.20: factor traced 1.874, formula 1.875
cylinder head 0.5 cm: g traced 0.871, two-plane estimate 0.904
cylinder head 3.0 cm: g traced 1.011, two-plane estimate 1.049
cylinder head 6.0 cm: g traced 1.183, two-plane estimate 1.209
cylinder a = 0.20: factor traced 1.660, g + WB/(aS) 1.652, 1 + WB/(aS) 1.641
cylinder a = 0.05: factor traced 3.593, g + WB/(aS) 3.575, 1 + WB/(aS) 3.564
collision diameter (rough): 0.50 nm
mean free path: 18.4 cm
collision chance over head height: 15.1 %
melt depth: 2.0 cm; conductivity (rough): 50 W/(m K)
surface cooling by evaporation: 0.0164 K, p_sat change 0.036 %
view factor melt to orifice: 0.01577; traced: 0.01583
surface cooling by radiation, black melt: 0.742 K, p_sat change 1.61 %
liquid density (rough): 5.70 g/cm3
melt recession: 6.94 um/h
mean path before loss: 36.3 cm; mean residence time: 0.602 ms
```
